# Spontaneous strain and orientation states of orthorhombic hafnia

**Problem.** Ferroelectric hafnia has space group Pca2$_1$ and point group $mm2$. Its orthorhombic edges $a,b,c$ lie along the cubic axes of the fluorite parent phase, and its polarization points along $c$. Take the rough edges $a=0.524$ nm, $b=0.501$ nm, $c=0.505$ nm and a cubic reference edge $a_0=0.509$ nm.

1. How does the spontaneous strain change under a rotation of the cubic parent?
2. How many orientation states are there, and how many different strain tensors do they have?
3. Which states have the same strain, and what distinguishes them?
4. A stress-free grain is 10.0 nm thick with $c$ normal to the electrodes. How does its thickness change when the polarization is reversed, and when $a$ or $b$ becomes the normal axis?

An orientation state means a structure in which copies differing by a lattice translation of the parent are counted as one. All states are referred to the same cubic axes $x,y,z$, without applied field or stress.

## Hints

**Hint 1.** Choose the first state with $a,b,c$ along $x,y,z$. Its strain is diagonal. What does a cubic rotation matrix look like in these axes?

**Hint 2.** Compute $ReR^{T}$ element by element. Each row of $R$ has a single nonzero entry, so the sums collapse.

**Hint 3.** Two rotations $R$ and $R'$ give the same object if $R^{-1}R'$ leaves the original object unchanged. The number of different copies is therefore the order of the group divided by the order of the subgroup that keeps the object. Do this once for the strain and once for the structure.

**Hint 4.** Apply a half-turn about $a$ to the strain and to the polarization.

## Full solution

### The strain and its rotation

Relative to the cubic reference, the deformation gradient of the first state is $F=\mathrm{diag}(a,b,c)/a_0$. It is symmetric with positive principal values, so it contains no rigid rotation, and the strain is

$$e=F-1=\mathrm{diag}(e_a,e_b,e_c),\qquad e_a=\frac{a}{a_0}-1,$$

with the same rule for $b$ and $c$. The numbers are

$$e_a=\frac{0.524}{0.509}-1=2.947\%,\quad e_b=\frac{0.501}{0.509}-1=-1.572\%,\quad e_c=\frac{0.505}{0.509}-1=-0.786\%.$$

The extra digits help to follow the arithmetic; the rough edges do not justify them as material data.

Rotations are active: they turn the crystal and leave the axes fixed. Hence $P'=RP$ and $e'=ReR^{T}$. A cubic rotation carries each cubic axis into a cubic axis, possibly reversed. Its matrix therefore has one entry $\pm1$ in each row and each column, and zeros elsewhere. Let the nonzero entry of row $i$ stand in column $\sigma(i)$, where $\sigma$ is a permutation of the three axes. Number the principal strains $e_1=e_a$, $e_2=e_b$, $e_3=e_c$. Then

$$e'_{ij}=\sum_k R_{ik}\,e_k\,R_{jk}.$$

For $i\neq j$ the nonzero entries of the two rows stand in different columns, so every product $R_{ik}R_{jk}$ vanishes. For $i=j$ one term survives, and its sign is squared:

$$e'_{ij}=0\ (i\neq j),\qquad e'_{ii}=\left(R_{i\sigma(i)}\right)^2e_{\sigma(i)}=e_{\sigma(i)}.$$

The rotation permutes the principal strains and creates no shear in the cubic axes. For example, a quarter-turn about $z$ gives $\mathrm{diag}(e_b,e_a,e_c)$ and leaves $P$ along $+z$. The threefold rotation $x\to y\to z\to x$ gives $\mathrm{diag}(e_c,e_a,e_b)$ and turns $P$ to $+x$.

### Counting the strain tensors

Three axes have $3!=6$ permutations. For each permutation there are $2^3=8$ choices of signs. Reversing one sign reverses the determinant, so half of the choices, four, have $\det R=+1$. This accounts for all $6\times4=24$ proper rotations.

Since $e_a,e_b,e_c$ are all different, different permutations give different tensors. There are six strain tensors, each produced by four rotations.

The subgroup argument agrees. A rotation that keeps $e$ must have the trivial permutation, so it is diagonal with entries $\pm1$ and determinant $+1$. The four such matrices are

$$1,\quad 2_a=\mathrm{diag}(1,-1,-1),\quad 2_b=\mathrm{diag}(-1,1,-1),\quad 2_c=\mathrm{diag}(-1,-1,1),$$

and $24/4=6$.

### Counting the orientation states

A rotation that keeps the whole structure, up to a translation, must keep both its strain and its polarization. The first condition leaves the four matrices above. With $P=(0,0,P)$,

$$2_aP=-P,\qquad 2_bP=-P,\qquad 2_cP=P.$$

This excludes $2_a$ and $2_b$. The half-turn $2_c$ does keep the structure, because Pca2$_1$ contains a twofold screw axis along $c$. Its translation $c/2$ is not a lattice translation of the parent, but the axis lies $b/4$ away from the Hf sites. Referred to a Hf site, the operation is $2_c$ followed by the face-centring translation $(0,\tfrac12,\tfrac12)$, which is not counted here. The subgroup is $\{1,2_c\}$, and there are $24/2=12$ orientation states.

Reflections and inversion add none. The mirror operation $m_a=\mathrm{diag}(-1,1,1)$ belongs to $mm2$, and $2_am_a=-1$ is the inversion. Any improper operation can be written $-R=R\,2_a\,m_a$. Since $m_a$ keeps the structure up to a translation, $-R$ produces the state already produced by the proper rotation $R\,2_a$. The full cubic group gives the same counts: $48/4=12$ states and $48/8=6$ strains.

### Which states share a strain

The four rotations belonging to one tensor are $R$, $R2_a$, $R2_b$ and $R2_c$. Acting on the first state, $R$ and $R2_c$ produce polarization $RP$, while $R2_a$ and $R2_b$ produce $-RP$. They form two states:

$$(RP,\;ReR^{T})\quad\text{and}\quad(-RP,\;ReR^{T}).$$

Each strain tensor thus belongs to two states with opposite polarization. The position of $e_c$ on the diagonal reveals the polar axis, but not the direction of $P$ along it.

| $(e_{xx},e_{yy},e_{zz})$ in % | Polarization |
|---|---|
| $(-0.786,\,-1.572,\,2.947)$ | $\pm x$ |
| $(-0.786,\,2.947,\,-1.572)$ | $\pm x$ |
| $(-1.572,\,-0.786,\,2.947)$ | $\pm y$ |
| $(2.947,\,-0.786,\,-1.572)$ | $\pm y$ |
| $(-1.572,\,2.947,\,-0.786)$ | $\pm z$ |
| $(2.947,\,-1.572,\,-0.786)$ | $\pm z$ |

The work of a uniform stress on the spontaneous strain, $\sum_{ij}\sigma_{ij}e_{ij}$, is the same for two partners. It can favour one polar axis over another, but not one sign of $P$.

### The role of the reference edge

Differences of principal strains obey $e_i-e_j=(a_i-a_j)/a_0$, where $a_1,a_2,a_3$ are the three edges. Another choice of $a_0$ cannot make unequal strains equal. It mainly shifts the part common to all states. In the six tensors each principal strain occurs twice at each diagonal position, so their mean is

$$\bar e=\frac{2(e_a+e_b+e_c)}{6}\,1=\frac{e_a+e_b+e_c}{3}\,1,$$

or $0.196\%$ in each diagonal entry. Subtracting it leaves the symmetry-breaking strains $2.75\%$, $-1.77\%$ and $-0.98\%$ along $a$, $b$ and $c$.

### A direct count from atomic displacements

The count can be tested on an explicit atomic pattern. The pattern is built with the Pca2$_1$ operations, and a direct search then shows whether any further cubic operation keeps it. Place Hf at $(0,\tfrac14,0)$ and O at $(\tfrac14,0,\tfrac14)$ and $(\tfrac14,\tfrac12,\tfrac14)$. Give them the illustrative displacements $(0.030,0.015,0)$, $(-0.100,0.070,0.090)$ and $(0.020,0.035,0.005)$, in units of the cell edge. The Pca2$_1$ positions

$$(x,y,z),\;(-x,-y,z+\tfrac12),\;(x+\tfrac12,-y,z),\;(-x+\tfrac12,y,z+\tfrac12)$$

complete the cell. With the edges above, each Hf then has seven O neighbours at 0.207 to 0.225 nm. The cubic operations must be centred on the ideal Hf site $(0,\tfrac14,0)$, because the Pca2$_1$ origin is not a site of cubic symmetry. Applying the 48 cubic operations about that site, each with the four face-centring translations, to this pattern gives 48 different patterns. Grouping those related by translation leaves 12 states. Attaching the rotated strain gives 6 tensors, each shared by two states with opposite dipoles.

### Thickness of the grain

Keep the number of cells across the grain fixed. Reversing $P$ leaves the strain, and hence the thickness, unchanged at zero field. For the other changes,

$$\Delta t_{c\to a}=10.0\left(\frac{0.524}{0.505}-1\right)=0.376\ \text{nm},$$

$$\Delta t_{c\to b}=10.0\left(\frac{0.501}{0.505}-1\right)=-0.079\ \text{nm}.$$

### Comparison with a real capacitor

A thickness near 10 nm is typical of hafnia-based memory capacitors. Their films are usually polycrystalline, so the count applies grain by grain, and the electrodes and substrate restrict the in-plane strain. That restriction matters for the thickness. Suppose that $a$ replaces $c$ as the normal axis by a rotation about $b$, with the in-plane dimensions held fixed. The edge $c$, now in the plane, must be stretched to the length $a$, a strain of $3.76\%$. In isotropic linear elasticity with an assumed Poisson ratio $\nu=0.3$, the normal direction then contracts by

$$\frac{\nu}{1-\nu}\,3.76\%=\frac{0.3}{0.7}\,3.76\%\approx1.6\%,$$

or about 0.17 nm for the free thickness of 10.376 nm. The thickness change falls from 0.376 nm to roughly 0.2 nm. With an assumed Young modulus $Y=200$ GPa, the stress along the stretched edge would be $Y(3.76\%)/(1-\nu^2)\approx8$ GPa. The stress-free result is therefore a poor estimate for a fully clamped grain.

## Variation 1: two edges become equal

**Question.** What happens to the counts if two edges coincide while the atomic displacements keep their Pca2$_1$ pattern?

**Solution.** A tensor with two equal principal strains is specified by the cubic axis that carries the third one. There are three choices, hence three tensors. The displacement pattern above still has twelve orientations, because that count did not use the edge lengths. How well $P$ and $e$ together identify them depends on which edges coincide.

- If $b=c$, the strain singles out the $a$ axis. The polarization can point along four directions perpendicular to it, giving $3\times4=12$ distinct pairs $(P,e)$.
- If $a=c$, the same argument with the $b$ axis gives 12 pairs.
- If $a=b$, the strain singles out the polar axis itself. Two signs of $P$ remain, giving $3\times2=6$ pairs, so each pair describes two structural states.

If all three edges coincide, one tensor and six pairs remain.

The case $b=c$ is close to the example: these edges differ by 0.004 nm, a strain gap of $0.786\%$. Errors of 0.001 nm in each edge, in opposite directions, would change that gap by half. A strain measurement that cannot resolve it would distinguish three tensors instead of six.

## Variation 2: a field or a stress is applied

**Question.** Can a field or a stress give two partner states different strains?

**Solution.** To first order, a field adds the strain $\sum_k d_{kij}E_k$ and a stress adds $\sum_{kl}s_{ijkl}\sigma_{kl}$. The partner's tensors follow by applying $2_a=-m_a$. The operation $m_a$ leaves both tensors unchanged, since it belongs to $mm2$. The remaining minus sign enters once per index:

$$d'=(-1)^3d=-d,\qquad s'=(-1)^4s=s.$$

A stress strains both partners equally and cannot separate them. A field strains them oppositely. For a field $E$ along the polar axis, their strains along that axis differ by $2|d_{33}|E$. With an assumed $|d_{33}|=5$ pm/V and $E=2$ MV/cm $=2\times10^8$ V/m,

$$2\,(5\times10^{-12})(2\times10^{8})=2.0\times10^{-3}=0.20\%.$$

This compares both states at the same field. Coercive fields of hafnia films are roughly 1 MV/cm, so at 2 MV/cm the state opposed to the field would probably switch. At 0.5 MV/cm, well below the coercive field, both states can persist and the linear estimate of the splitting is $0.05\%$.

The six tensors could also approach one another if different states responded differently to their surroundings. An equal in-plane stress of 1 GPa gives an in-plane strain $(1-0.3)/200=0.35\%$. If $20\%$ of it depends on the state, the difference is $0.07\%$. An expansion difference of 5 ppm/K between two axes adds $0.03\%$ from 25 to 85 °C. Together these assumed effects give $0.10\%$, below the $0.786\%$ gap, so they do not merge the tensors of this example. This estimate assumes the same stress in every state. Clamping makes the stress depend on the state. If a substrate fixes an equal in-plane strain in both directions, then in isotropic elasticity the total strain depends only on which axis is normal, and three tensors remain instead of six. For the two states with $a$ normal, in-plane stresses of $\pm Y(0.393\%)/(1+\nu)\approx\pm0.6$ GPa remove the difference between $b$ and $c$.

Large-strain theory does not change the count either. It replaces $e_i$ by $e_i+e_i^2/2$, which increases with $e_i$ for $e_i>-1$ and so keeps unequal values unequal. The largest correction here is $0.043\%$.

## Calculated quantities

```
edges a, b, c = 0.524, 0.501, 0.505 nm (rough)
cubic reference edge a0 = 0.509 nm (rough)
principal strains e_a, e_b, e_c = 2.947, -1.572, -0.786 %
proper cubic rotations = 24; full group = 48
proper stabilizers: strain 4, state 2
full stabilizers: strain 8, state 4
structures counting translations = 48
orientation states = 12; strain tensors = 6
strain tensors (e_xx, e_yy, e_zz) in % and shared polar axis:
  ( -0.786,  -1.572,   2.947)  P along +x and -x
  ( -0.786,   2.947,  -1.572)  P along +x and -x
  ( -1.572,  -0.786,   2.947)  P along +y and -y
  (  2.947,  -0.786,  -1.572)  P along +y and -y
  ( -1.572,   2.947,  -0.786)  P along +z and -z
  (  2.947,  -1.572,  -0.786)  P along +z and -z
mean strain, each diagonal entry = 0.196 %
symmetry-breaking strains along a, b, c = 2.750, -1.768, -0.982 %
coincident edges: strain tensors, distinct (P, strain) pairs
  a, b, c different: 6, 12
  b = c: 3, 12
  a = c: 3, 12
  a = b: 3, 6
  a = b = c: 1, 6
grain thickness with c normal = 10.0 nm
free thickness change, normal c to a = 0.376 nm
free thickness change, normal c to b = -0.079 nm
smallest principal-strain gap = 0.786 %
smallest edge difference = 0.004 nm
assumed d33 magnitude = 5.0 pm/V; field = 2.0 MV/cm
field splitting of partner strains = 0.200 %
assumed biaxial stress = 1.0 GPa; Young modulus = 200 GPa
assumed Poisson ratio = 0.3; state-dependent part = 0.2
in-plane strain from stress = 0.350 %
state-dependent stress strain = 0.070 %
assumed expansion difference = 5.0 ppm/K
temperature range = 25 to 85 C
thermal change of strain difference = 0.030 %
largest finite-strain correction = 0.043 %
```
